**Stability limit of a clamped cubic film with negative tetragonal shear stiffness**

The program studies a (001) film of thickness $h$ on a rigid substrate, with $C'=(C_{11}-C_{12})/2<0$, shear modulus $C_{44}$ and strain-gradient coefficient $g$. The stiffness for displacements uniform in the plane is positive, but a lateral shear wave becomes unstable above $h_c=(\pi/2)\sqrt g/(\sqrt{C_{44}+|C'|}-\sqrt{C_{44}})$. It asserts the strain decomposition of the cubic energy, the reduced stiffnesses of three film orientations, and the short-wave instability found when $g=0$. It also asserts that $h_c$ and the critical wavenumber agree with a polynomial Ritz calculation built from the full stiffness tensor. For $C'=-2$ GPa, $C_{44}=70$ GPa and $g=1$ nN, the output gives $h_c=13.2$ nm and a wavelength of 6.3 nm. A search over all three displacement components, on a grid of azimuths and wavenumbers, finds no earlier instability for these parameters. A finite-element model of film and substrate confirms the marginal thickness of the shear mode on an elastic substrate at the wavenumbers tested.

## Program and output

```python
"""Stability of a clamped cubic film whose tetragonal shear stiffness is negative.

Result under test: a (001) film on a rigid substrate has a positive stiffness for
all displacements u(z), yet a lateral shear wave (wavevector [110], polarization
[1-10]) destabilizes it above the thickness
    h_c = (pi/2) sqrt(g) / (sqrt(C44 + |C'|) - sqrt(C44)).
Symbols: K bulk modulus, Cp = C' = (C11-C12)/2, C44 shear modulus (GPa);
g strain-gradient coefficient (GPa nm^2); h thickness (nm); k lateral wavenumber
(1/nm); mu_s substrate shear modulus (GPa). Mode stiffness L (GPa/nm^2) is defined
by energy = (L/2) * integral |u|^2. Other modes are searched numerically.
"""
import numpy as np
from numpy.polynomial import Legendre
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

K, Cp, C44, g, mu_s = 150.0, -2.0, 70.0, 1.0, 130.0
C11, C12 = K + 4 * Cp / 3, K - 2 * Cp / 3
I3 = np.eye(3)

# Cubic stiffness tensor in its standard form
cubic = np.zeros((3, 3, 3, 3))
for i in range(3):
    cubic[i, i, i, i] = 1.0
C = (C12 * np.einsum('ij,kl->ijkl', I3, I3)
     + C44 * (np.einsum('ik,jl->ijkl', I3, I3) + np.einsum('il,jk->ijkl', I3, I3))
     + (C11 - C12 - 2 * C44) * cubic)

# Tensor D gives e:D:e = e2^2 + e3^2 for the two tetragonal strains
e2_form = np.diag([1.0, -1.0, 0.0])
e3_form = np.diag([-1.0, -1.0, 2.0]) / np.sqrt(3)
D = sum(np.einsum('ij,kl->ijkl', a, a) for a in (e2_form, e3_form))

# Strain decomposition tested on random symmetric strains
rng = np.random.default_rng(3)
for _ in range(5):
    e = rng.normal(size=(3, 3))
    e = (e + e.T) / 2
    direct = np.einsum('ij,ijkl,kl', e, C, e)
    parts = (K * np.trace(e)**2
             + Cp * ((e[0, 0] - e[1, 1])**2
                     + (2 * e[2, 2] - e[0, 0] - e[1, 1])**2 / 3)
             + 4 * C44 * (e[0, 1]**2 + e[0, 2]**2 + e[1, 2]**2))
    assert abs(direct - parts) < 1e-9 * (1 + abs(direct))

# Bulk stiffness in Voigt form
pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
voigt = np.array([[C[a + b] for b in pairs] for a in pairs])
bulk_eigs = np.linalg.eigvalsh(voigt)
assert np.sum(bulk_eigs < 0) == 2


def unit(v):
    return np.array(v, float) / np.linalg.norm(v)


def clamped_stiffness(normal):
    """Hessian of the Voigt energy over displacement gradients a (x) normal."""
    columns = []
    for a in I3:
        s = (np.outer(a, normal) + np.outer(normal, a)) / 2
        columns.append([s[0, 0], s[1, 1], s[2, 2],
                        2 * s[1, 2], 2 * s[0, 2], 2 * s[0, 1]])
    B = np.array(columns).T
    return np.linalg.eigvalsh(B.T @ voigt @ B)


clamped = {name: clamped_stiffness(unit(v)) for name, v in
           {'(001)': [0, 0, 1], '(110)': [1, 1, 0], '(111)': [1, 1, 1]}.items()}
assert np.allclose(clamped['(001)'], sorted([C44, C44, C11]))
assert np.allclose(clamped['(110)'],
                   sorted([Cp, C44, (C11 + C12 + 2 * C44) / 2]))
assert np.allclose(clamped['(111)'],
                   sorted([(2 * Cp + C44) / 3] * 2 + [(C11 + 2 * C12 + 4 * C44) / 3]))


def make_basis(size):
    """Overlaps of orthonormal polynomials on [0,1] that vanish at 0."""
    x, w = np.polynomial.legendre.leggauss(size + 12)
    t, w = (x + 1) / 2, w / 2
    linear = Legendre([0.5, 0.5], domain=[0, 1])
    funcs = [linear * Legendre.basis(j, domain=[0, 1]) for j in range(size)]
    f0, f1, f2 = [np.array([(f.deriv(d) if d else f)(t) for f in funcs]).T
                  for d in range(3)]
    _, R = np.linalg.qr(np.sqrt(w)[:, None] * f0)
    f0, f1, f2 = [f @ np.linalg.inv(R) for f in (f0, f1, f2)]

    def overlap(a, b):
        return a.T @ (w[:, None] * b)
    return (np.eye(size), overlap(f0, f1), overlap(f1, f1),
            overlap(f1, f2), overlap(f2, f2))


BASIS = make_basis(14)
FINE = make_basis(20)
Z = np.array([0.0, 0.0, 1.0])


def quadratic_form(T, k, m, n, A00, A01, A11):
    def G(a, b):
        return np.einsum('ijkl,j,l->ik', T, a, b)
    return (k**2 * np.kron(G(m, m), A00) + np.kron(G(n, n), A11)
            + 1j * k * (np.kron(G(n, m), A01.T) - np.kron(G(m, n), A01)))


def film_matrix(h, k, m, n=Z, grad=g, basis=BASIS):
    """Full three-component energy matrix for lateral wavevector k*m."""
    one, f01, f11, f12, f22 = basis
    H = quadratic_form(C + grad * k**2 * D, k, m, n, one, f01 / h, f11 / h**2)
    if grad:
        H = H + quadratic_form(grad * D, k, m, n,
                               f11 / h**2, f12 / h**3, f22 / h**4)
    return H


m110, pol = unit([1, 1, 0]), unit([1, -1, 0])
P = np.kron(pol[:, None], np.eye(14))


def shear_mode(h, k, grad=g):
    """Lowest stiffness of the [1-10] polarized block of the full matrix."""
    return np.linalg.eigvalsh(P.T @ film_matrix(h, k, m110, grad=grad) @ P)[0]


def shear_formula(h, k):
    q = np.pi / (2 * h)
    return Cp * k**2 + g * k**4 + (C44 + g * k**2) * q**2


for h, k in [(5.0, 0.4), (12.0, 1.0), (20.0, 1.3)]:
    H = film_matrix(h, k, m110)
    leak = H @ P - P @ (P.T @ H @ P)
    assert np.abs(leak).max() < 1e-9 * np.abs(H).max()
    assert abs(shear_mode(h, k) - shear_formula(h, k)) < 1e-5

# Without gradient energy every thickness has an unstable short-wave range
classical_k = {}
for h in (1.0, 10.0, 100.0):
    classical_k[h] = np.pi / (2 * h) * np.sqrt(C44 / abs(Cp))
    assert shear_mode(h, 0.98 * classical_k[h], 0.0) > 0
    assert shear_mode(h, 1.02 * classical_k[h], 0.0) < 0
h111, k111 = 10.0, 10.0
soft111 = np.linalg.eigvalsh(
    film_matrix(h111, k111, pol, n=unit([1, 1, 1]), grad=0.0))[0] / k111**2
assert soft111 < 0


def critical_thickness(cp):
    return np.pi / 2 * np.sqrt(g) / (np.sqrt(C44 + abs(cp)) - np.sqrt(C44))


h_c = critical_thickness(Cp)
k_c = np.sqrt((np.sqrt(C44 * (C44 + abs(Cp))) - C44) / g)
k_max = np.sqrt(abs(Cp) / g)


def shear_minimum(h):
    return minimize_scalar(lambda k: shear_mode(h, k),
                           bounds=(0.2 * k_max, k_max), method='bounded')


h_numeric = brentq(lambda h: shear_minimum(h).fun, 5.0, 30.0, xtol=1e-5)
k_numeric = shear_minimum(h_numeric).x
assert abs(h_numeric / h_c - 1) < 1e-4
assert abs(k_numeric / k_c - 1) < 1e-3

ANGLES = np.linspace(0, 45, 7)
WAVES = np.linspace(0.06, 0.995, 12) * k_max


def lowest(h, k, angle, basis=BASIS):
    a = np.radians(angle)
    m = np.array([np.cos(a), np.sin(a), 0.0])
    return np.linalg.eigvalsh(film_matrix(h, k, m, basis=basis))[0]


def worst(h, angles=ANGLES):
    """Lowest stiffness over lateral wavevectors: (stiffness, azimuth, k)."""
    best = min((lowest(h, k, a), a, k) for a in angles for k in WAVES)
    step = WAVES[1] - WAVES[0]
    fit = minimize_scalar(lambda k: lowest(h, k, best[1]), method='bounded',
                          bounds=(max(best[2] - step, 0.01), best[2] + step),
                          options={'xatol': 1e-3})
    return min(best, (fit.fun, best[1], fit.x))


low, high = 0.1 * h_c, 1.05 * h_c
assert worst(low)[0] > 0 and worst(high)[0] < 0
for _ in range(11):
    middle = (low + high) / 2
    if worst(middle)[0] > 0:
        low = middle
    else:
        high = middle
h_full = (low + high) / 2
first = worst(high)
assert h_full < 1.002 * h_c
for fraction in (0.3, 0.6, 0.9):
    assert worst(fraction * h_full)[0] > 0
for angle in ANGLES:
    assert lowest(2 * h_c, 1.001 * k_max, angle) > 0
by_angle = {a: worst(h_c, [a]) for a in (0.0, 22.5, 45.0)}
basis_change = max(abs(lowest(h_c, v[2], a) - lowest(h_c, v[2], a, FINE))
                   for a, v in by_angle.items())
assert basis_change < 0.02
at10, at20 = worst(10.0), worst(20.0)
assert at20[0] < 0


def compliant_thickness(mu):
    """Smallest marginal thickness of the [110] shear mode on an elastic base."""
    def marginal(k):
        A = C44 + g * k**2
        q = np.sqrt(k**2 * (abs(Cp) - g * k**2) / A)
        return np.arctan(mu * k / (q * A)) / q
    fit = minimize_scalar(marginal, bounds=(0.05 * k_max, 0.995 * k_max),
                          method='bounded')
    return fit.fun, fit.x


def finite_element_lowest(h, k, mu):
    """Film and deep substrate meshed together; only the sign matters."""
    z = np.concatenate([np.linspace(-10 / k, 0, 801), np.linspace(0, h, 401)[1:]])
    dz, film = np.diff(z), (z[1:] + z[:-1]) / 2 > 0
    A = np.where(film, C44 + g * k**2, mu)
    B = np.where(film, Cp * k**2 + g * k**4, mu * k**2)
    part = A / dz + B * dz / 2
    diagonal = part.copy()
    diagonal[:-1] += part[1:]
    return eigh_tridiagonal(diagonal, -A[1:] / dz[1:], select='i',
                            select_range=(0, 0), eigvals_only=True)[0]


soft_mu = 1.0
h_base, k_base = compliant_thickness(mu_s)
h_soft, k_soft = compliant_thickness(soft_mu)
for h, k, mu in [(h_base, k_base, mu_s), (h_soft, k_soft, soft_mu)]:
    assert finite_element_lowest(0.99 * h, k, mu) > 0
    assert finite_element_lowest(1.01 * h, k, mu) < 0

# Rough inputs used only to size neglected effects
misfit, third_order = 1e-3, 1000.0       # strain; GPa
slope, warming = 0.05, 10.0              # GPa/K; K
surface_modulus, spacing = 1.0, 0.27     # N/m = GPa nm; nm
shift = misfit * third_order
thermal = slope * warming

print(f"Inputs: K = {K:.0f}, C44 = {C44:.0f}, C' = {Cp:.1f} GPa")
print(f"Derived: C11 = {C11:.2f}, C12 = {C12:.2f} GPa")
print(f"Gradient coefficient g = {g:.1f} GPa nm^2 (= nN)")
print("Bulk Voigt eigenvalues (GPa):", np.round(bulk_eigs, 2))
for name, values in clamped.items():
    print(f"Clamped stiffness {name} (GPa):", np.round(values, 2))
for h, k in classical_k.items():
    print(f"g=0, h={h:.0f} nm: unstable for k > {k:.4f} 1/nm, "
          f"wavelength < {2 * np.pi / k:.3f} nm")
print(f"g=0, (111), h={h111:.0f} nm, k={k111:.0f} 1/nm: L/k^2 = {soft111:.3f} GPa")
print(f"Shear-mode critical thickness, formula = {h_c:.3f} nm")
print(f"Shear-mode critical thickness, Ritz = {h_numeric:.3f} nm")
print(f"Small-|C'| estimate = {np.pi * np.sqrt(g * C44) / abs(Cp):.3f} nm")
print(f"Critical wavenumber, formula = {k_c:.4f} 1/nm")
print(f"Critical wavenumber, Ritz = {k_numeric:.4f} 1/nm")
print(f"Critical wavelength = {2 * np.pi / k_c:.3f} nm")
print(f"Upper limit of unstable k = {k_max:.4f} 1/nm")
print(f"All-mode search: first instability at h = {h_full:.3f} nm")
print(f"  its azimuth from [100] = {first[1]:.1f} deg, k = {first[2]:.3f} 1/nm")
for a, v in by_angle.items():
    print(f"At formula h_c, azimuth {a:.1f} deg: lowest L = {v[0]:.4f} GPa/nm^2, "
          f"k = {v[2]:.3f} 1/nm")
print(f"Largest change of these L with larger basis = {basis_change:.1e} GPa/nm^2")
for h, v in ((10, at10), (20, at20)):
    print(f"h = {h} nm: lowest L = {v[0]:.4f} GPa/nm^2 at {v[1]:.1f} deg, "
          f"k = {v[2]:.3f} 1/nm")
print(f"Substrate mu_s = {mu_s:.0f} GPa: shear-mode h_c = {h_base:.3f} nm")
print(f"  change from rigid substrate = {100 * (h_base / h_c - 1):.1f} %")
print(f"Substrate mu_s = {soft_mu:.0f} GPa: shear-mode h_c = {h_soft:.3f} nm")
print(f"Rough misfit = {100 * misfit:.1f} %, third-order modulus = "
      f"{third_order:.0f} GPa")
print(f"  shift of C' = +/-{shift:.1f} GPa")
for value in (Cp + shift, Cp - shift):
    print(f"  C' = {value:.1f} GPa gives h_c = {critical_thickness(value):.2f} nm")
print(f"Rough dC'/dT = {slope:.2f} GPa/K; cooling by {warming:.0f} K: "
      f"C' = {Cp - thermal:.1f} GPa")
print(f"  h_c after cooling = {critical_thickness(Cp - thermal):.2f} nm")
print(f"Rough surface modulus = {surface_modulus:.1f} N/m; ratio to |C'| h_c = "
      f"{100 * surface_modulus / (abs(Cp) * h_c):.1f} %")
print(f"Rough plane spacing d = {spacing:.2f} nm; discreteness (k_c d)^2 = "
      f"{100 * (k_c * spacing)**2:.1f} %")
print("checks complete")
```

It prints:

```
Inputs: K = 150, C44 = 70, C' = -2.0 GPa
Derived: C11 = 147.33, C12 = 151.33 GPa
Gradient coefficient g = 1.0 GPa nm^2 (= nN)
Bulk Voigt eigenvalues (GPa): [ -4.  -4.  70.  70.  70. 450.]
Clamped stiffness (001) (GPa): [ 70.    70.   147.33]
Clamped stiffness (110) (GPa): [ -2.    70.   219.33]
Clamped stiffness (111) (GPa): [ 22.    22.   243.33]
g=0, h=1 nm: unstable for k > 9.2930 1/nm, wavelength < 0.676 nm
g=0, h=10 nm: unstable for k > 0.9293 1/nm, wavelength < 6.761 nm
g=0, h=100 nm: unstable for k > 0.0929 1/nm, wavelength < 67.612 nm
g=0, (111), h=10 nm, k=10 1/nm: L/k^2 = -1.963 GPa
Shear-mode critical thickness, formula = 13.235 nm
Shear-mode critical thickness, Ritz = 13.235 nm
Small-|C'| estimate = 13.142 nm
Critical wavenumber, formula = 0.9965 1/nm
Critical wavenumber, Ritz = 0.9965 1/nm
Critical wavelength = 6.305 nm
Upper limit of unstable k = 1.4142 1/nm
All-mode search: first instability at h = 13.237 nm
  its azimuth from [100] = 45.0 deg, k = 0.996 1/nm
At formula h_c, azimuth 0.0 deg: lowest L = 0.1750 GPa/nm^2, k = 0.777 1/nm
At formula h_c, azimuth 22.5 deg: lowest L = 0.9638 GPa/nm^2, k = 0.109 1/nm
At formula h_c, azimuth 45.0 deg: lowest L = 0.0000 GPa/nm^2, k = 0.996 1/nm
Largest change of these L with larger basis = 8.1e-04 GPa/nm^2
h = 10 nm: lowest L = 0.7517 GPa/nm^2 at 45.0 deg, k = 0.994 1/nm
h = 20 nm: lowest L = -0.5620 GPa/nm^2 at 45.0 deg, k = 0.998 1/nm
Substrate mu_s = 130 GPa: shear-mode h_c = 12.685 nm
  change from rigid substrate = -4.2 %
Substrate mu_s = 1 GPa: shear-mode h_c = 0.915 nm
Rough misfit = 0.1 %, third-order modulus = 1000 GPa
  shift of C' = +/-1.0 GPa
  C' = -1.0 GPa gives h_c = 26.38 nm
  C' = -3.0 GPa gives h_c = 8.85 nm
Rough dC'/dT = 0.05 GPa/K; cooling by 10 K: C' = -2.5 GPa
  h_c after cooling = 10.61 nm
Rough surface modulus = 1.0 N/m; ratio to |C'| h_c = 3.8 %
Rough plane spacing d = 0.27 nm; discreteness (k_c d)^2 = 7.2 %
checks complete
```
